# Peak product of the Scharifker-Hills transient for instantaneous nucleation

When copper is plated onto a bare barrier film at constant potential, the current rises as nuclei grow and falls as the solution near the surface is depleted. The height of the peak depends on both the number of nuclei and the diffusivity of the ions. If the nucleus density is read from the height with an assumed diffusivity 20% too high, it comes out too small by a factor $1/1.2^2=0.69$, because at fixed growth constant the height varies as $D\sqrt N$. A combination of peak height and peak time that does not contain the nucleus density separates the two unknowns.

Let $i$ be the magnitude of the cathodic current per geometric area, $z$ the ion charge number, $F$ the Faraday constant, $c$ the bulk amount concentration, $D$ the diffusivity, $N$ the number of nuclei per area and $M/\rho$ the molar volume of the deposit. The Scharifker-Hills transient for instantaneous nucleation is

$$i(t)=zFc\sqrt{\frac{D}{\pi t}}\left[1-e^{-N\pi kDt}\right],\qquad k=\sqrt{\frac{8\pi cM}{\rho}} .\tag{1}$$

Its maximum $i_m$, at time $t_m$, obeys

$$i_m^2t_m=0.1629\,D\,(zFc)^2 .\tag{2}$$

In atomic units the elementary charge is one, $Fc$ becomes the ion number density $n$, and the right side reads $0.1629\,D(zn)^2$.

The assumptions behind (1) decide where (2) may be used, so its construction comes first. All nuclei start at $t=0$ on random sites of a flat electrode. The ion concentration at the metal surface is zero, supporting electrolyte carries the migration current, and there is neither convection nor a side reaction.

Consider a fully active plane at $y=0$. With $s=y/(2\sqrt{Dt})$, a concentration that depends on $s$ alone turns the diffusion equation into $C''+2sC'=0$. Hence $C'\propto e^{-s^2}$, and the solution that vanishes at the wall and tends to $c$ far away is $C=c\,\mathrm{erf}(s)$. Its slope at the wall is $(2c/\sqrt\pi)/(2\sqrt{Dt})=c/\sqrt{\pi Dt}$, so the current density is

$$i_{\rm pl}=zFD\,\frac{c}{\sqrt{\pi Dt}}=zFc\sqrt{\frac{D}{\pi t}} .\tag{3}$$

Now consider one isolated hemisphere of radius $r$. In the quasi-steady approximation the concentration at distance $R$ is $c(1-r/R)$, with slope $c/r$ at the surface. Multiplying by the area $2\pi r^2$ gives the current $I=2\pi zFDcr$. The deposited amount grows at the rate $I/zF=(\rho/M)\,2\pi r^2\,dr/dt$. Equating the two expressions and integrating from $r=0$,

$$r\frac{dr}{dt}=\phi D,\qquad r=\sqrt{2\phi Dt},\qquad \phi=\frac{cM}{\rho}.\tag{4}$$

The model replaces the hemisphere by a disc of area $a$ that would draw the same current under planar diffusion, $a\,i_{\rm pl}=I$:

$$a=\frac{2\pi Dr}{\sqrt{D/\pi t}}=2\pi\sqrt{\pi Dt}\,\sqrt{2\phi Dt}=\pi\sqrt{8\pi\phi}\,Dt=\pi kDt .\tag{5}$$

The second factor uses (4), and the last step identifies $k$. Discs of neighbouring nuclei overlap, and an overlapped area must be counted once. A point of the surface stays uncovered if no nucleus lies within a disc of area $a$ around it. For independent random sites the mean number there is $Na$, so the Poisson probability of finding none is $e^{-Na}$. The covered fraction is therefore $\theta=1-e^{-N\pi kDt}$, and (1) is $i=i_{\rm pl}\theta$.

The two ends of the transient follow directly. At short times $\theta\approx N\pi kDt$, and $i$ rises as $\sqrt t$, the sum of $N$ independent nuclei. At long times $\theta\to1$ and the current falls as $t^{-1/2}$, whatever the nucleus density.

To find the maximum, set $x=N\pi kDt$. Since $t\propto x$, the current is proportional to $x^{-1/2}(1-e^{-x})$. Differentiating,

$$-\tfrac12x^{-3/2}(1-e^{-x})+x^{-1/2}e^{-x}=0 .$$

Multiplication by $2x^{3/2}e^{x}$ gives $-(e^x-1)+2x=0$, or

$$e^x=1+2x .\tag{6}$$

The function $\ln(1+2x)-x$ vanishes at $x=0$ and has slope $2/(1+2x)-1$. It rises until $x=\tfrac12$ and then falls without bound, so (6) has one positive root. The current is positive and tends to zero at both ends, so this root is the maximum. With $y=x+\tfrac12$, (6) becomes $2y=e^{y-1/2}$, or $-ye^{-y}=-\tfrac12e^{-1/2}$. The Lambert function solves this, and its lower branch gives the nonzero root:

$$x_m=-\tfrac12-W_{-1}\!\left(-\tfrac12e^{-1/2}\right)=1.2564 .$$

The covered fraction at the peak is $1-e^{-x_m}=0.7153$. As a test of the overlap formula, 20 sets of 3000 random discs with $Na=x_m$, each sampled at 10,000 points, gave a mean covered fraction of 0.716.

Squaring (1) and multiplying by $t$ removes the explicit time:

$$i^2t=\frac{D(zFc)^2}{\pi}\,\theta^2,\qquad i_m^2t_m=\frac{(0.7153)^2}{\pi}D(zFc)^2=0.1629\,D(zFc)^2 .\tag{7}$$

This proves (2). Neither $N$ nor $k$ survives, because they enter (1) only through $x$, and $x$ has the same value at every peak. The nucleus density then follows from the peak time,

$$t_m=\frac{x_m}{N\pi kD} .\tag{8}$$

Equation (7) also gives a second use of the same record. At long times $i^2t$ tends to $D(zFc)^2/\pi=0.318\,D(zFc)^2$, so the peak product is 51% of the final plateau.

The constant belongs to a zone area that grows linearly in time. Suppose instead that the exponent $x$ grows as $t^p$ with $p>\tfrac12$; for smaller $p$, and at $p=\tfrac12$ itself, the current only falls and has no peak. Then $dx/dt=px/t$, and setting the derivative of $t^{-1/2}(1-e^{-x})$ to zero gives

$$e^x=1+2px,\qquad C_p=\frac{(1-e^{-x})^2}{\pi},\tag{9}$$

where $C_p$ replaces 0.1629. At the positive root $\ln(1+2px)$ crosses $x$ from above. A larger $p$ raises the logarithm and moves the crossing to larger $x$, so $C_p$ increases with $p$.

Slow nucleation is one such case. If each of $N$ sites becomes active at rate $A$, the number activated between $u$ and $u+du$ is $NAe^{-Au}du$, and each is assigned the area $\pi kD(t-u)$ at time $t$, as if its planar diffusion layer also started at $u$. This is an added assumption: matching its current to $i_{\rm pl}(t)$, as in (5), would give $\pi kD\sqrt{t(t-u)}$. Both choices lead to the same constants in the limits of fast and slow activation, but they differ in between. Ignoring the loss of sites by overgrowth, as the overlap construction does, the exponent is

$$x=N\pi kD\int_0^tAe^{-Au}(t-u)\,du=N\pi kD\left[t-\frac{1-e^{-At}}{A}\right].\tag{10}$$

For $At\gg1$ the bracket tends to $t$ and (2) returns. For $At\ll1$ it is $At^2/2$, so $p=2$ and the constant becomes 0.2598, the progressive limit.

Slow charge transfer is another. Let the surface reaction consume ions at the rate $\kappa c_s$ per area, with $c_s$ the concentration at the metal. Balancing diffusion against reaction, $D(c-c_s)/r=\kappa c_s$, gives the flux $Dc/(r+\ell)$ with $\ell=D/\kappa$. The growth law becomes $(r+\ell)\,dr/dt=\phi D$. When $r\ll\ell$, $r=\phi Dt/\ell$, the current of one nucleus grows as $r^2\propto t^2$, and division by $i_{\rm pl}\propto t^{-1/2}$ gives a zone area growing as $t^{5/2}$. Equation (9) with $p=\tfrac52$ yields 0.2754.

There is also an error in (1) itself, since discs under planar diffusion are a substitute for the true overlap of concentration fields. From (8), the diffusion layer $\sqrt{\pi Dt_m}$ measured in mean spacings $N^{-1/2}$ is $\sqrt{x_m/k}$. For small $k$ this is large, so at the peak the fields have merged into a common layer. A different approximation then suggests itself: the array acts as a partly absorbing plane. Let $cv(t)$ be the concentration just outside the small regions around individual nuclei. The flux into the plane and the growth law are

$$J=2\pi NDrcv,\qquad r\frac{dr}{dt}=\phi Dv .\tag{11}$$

An amount $q$ per area removed at the wall of a half-space lowers the wall concentration by $q/\sqrt{\pi Dt}$ after a time $t$. Adding the effects of all earlier removal gives $cv=c-\int_0^tJ(s)\,ds/\sqrt{\pi D(t-s)}$. Measure time in units $t_0=1/(N\pi kD)$, so that $\tau=t/t_0$, and write $J=c\sqrt{D/t_0}\,j$. From (11), $r^2=2\phi Dt_0S$ with $S=\int_0^\tau v\,d\tau'$. The prefactor of $j$ is $2\pi NDt_0\sqrt{2\phi}=2\sqrt{2\phi}/k=1/\sqrt\pi$, and therefore

$$j=\sqrt{\frac S\pi}\,v,\qquad v=1-\frac1{\sqrt\pi}\int_0^\tau\frac{j(s)\,ds}{\sqrt{\tau-s}} .\tag{12}$$

No parameter remains, so this model also has a universal peak product, $j^2\tau$ at the maximum of $j$, in units of $D(zFc)^2$. At short times $j\approx\sqrt{\tau/\pi}$. Because $\int_0^\tau\sqrt{s/(\tau-s)}\,ds=\pi\tau/2$, $v\approx1-\tau/2$, then $S\approx\tau-\tau^2/4$ and $\sqrt S\approx\sqrt\tau(1-\tau/8)$. The ratio of the current to $i_{\rm pl}$ is

$$\sqrt{\pi\tau}\,j\approx\tau\left(1-\tfrac58\tau\right),\tag{13}$$

whereas (1) gives $\tau(1-\tfrac12\tau)$. The difference is the slowing of growth by depletion: if growth is left unslowed, $S=\tau$, and the two expansions agree to this order.

Numerical solution of (12) gives a peak product of 0.144, or 0.189 with unslowed growth. Within the absorbing-plane model, a diffusivity obtained from (2) would thus be 0.88 of the true one. The number 0.1629 is a property of (1) and can be computed to any precision, but as a route to $D$ it carries a model uncertainty of order 10%. Both models share the plateau $D(zFc)^2/\pi$, since $v\to0$ in (12) requires $j\to1/\sqrt{\pi\tau}$. They approach it differently, however. In (1) $i^2t$ rises to the plateau from below. In (12) the ions spared by the slow start remain available later, so $i^2t$ overshoots: it passes a flat maximum 10% above the plateau near $\tau=13.5$ and is still 4% above it at $\tau=100$. A record that seems to level off can therefore overestimate $D$ by about 10%, and convection may set in before the true plateau is reached.

Take copper on a small coupon of titanium nitride barrier, in 10 mM copper sulphate with 0.5 M sulphuric acid at 298 K. The parameters are rough typical values: $D=6\times10^{-6}$ cm²/s, $N=10^6$ cm⁻², and an overpotential of 0.5 V. With $M=63.55$ g/mol and $\rho=8.96$ g/cm³,

$$\phi=\frac{10^{-5}\times63.55}{8.96}=7.09\times10^{-5},\qquad k=\sqrt{8\pi\phi}=0.0422 .$$

Equation (8) gives $t_m=1.2564/(10^6\pi\times0.0422\times6\times10^{-6})=1.58$ s. With $zFc=1.93$ C/cm³,

$$i_m^2t_m=0.1629\times6\times10^{-6}\times1.93^2=3.64\times10^{-6}\ \mathrm{A^2\,s/cm^4},$$

and hence $i_m=1.52$ mA/cm². By (4) the nuclei have then reached a radius of 367 nm, at a mean spacing of 10 µm. The diffusion layer is 55 µm thick, about 5.5 spacings, and the radius is 0.037 of a spacing, which is the regime assumed for (12). Corrections in that last ratio depend on how the nuclei are arranged. They are not included in (12) and can change its constant by an amount comparable with the difference between the two models. Treating the nuclei as separate sinks at these parameters gives roughly 0.15 for random sites and 0.17 for a square lattice, so (12) alone does not fix the sign of the error in (2).

The other neglected effects can be sized one at a time, with the remaining settings fixed. An activation rate of 20 s⁻¹ per site makes $At_m\approx32$ and, with the zone areas assumed in (10), raises the constant to 0.169; the equal-current areas $\pi kD\sqrt{t(t-u)}$ give 0.166. For charge transfer, an exchange current density of 0.5 mA/cm² and a transfer coefficient of 0.5 give $\ell=13.7$ nm and a constant of 0.170. Within the disc model these shifts are about 2 to 5% upward, opposite in sign to the 12% reduction that the absorbing-plane model gives. Reading an instantaneous transient with the progressive constant would be worse: the inferred $D$ would be 0.63 of the value from (2).

Unsteady diffusion around a single growing nucleus raises its current by 1.6%. It keeps $r\propto\sqrt t$, so it changes the effective $k$ but not the constant in (2). The copper transference number is 0.45%, and the Rayleigh number of the diffusion layer is about 4, far below the order of $10^3$ at which buoyant convection sets in above a horizontal electrode. A vertical electrode has no such threshold, so the estimate applies only to a horizontal one. Hydrogen evolution, for a rough exchange current density of $10^{-7}$ A/cm², amounts to 0.33% of the peak current. It scales with that exchange current, so a barrier a thousand times more active would give a hydrogen current above the copper peak.

Resistance limits the size of the sample. For uniform current density on a disc of radius $b$ contacted at its rim, the barrier carries the current $i\pi s^2$ through the circle of radius $s$. A ring of width $ds$ has resistance $R_s\,ds/(2\pi s)$, where $R_s$ is the sheet resistance, so the drop from rim to centre is

$$\Delta V=\int_0^b\frac{R_s\,ds}{2\pi s}\,i\pi s^2=\frac{R_s\,i\,b^2}{4} .$$

With $R_s=200$ ohm per square this is 0.76 mV at the peak for a coupon of radius 1 mm. For a 300 mm wafer the formula gives 17 V. That exceeds the applied overpotential many times over, so the current cannot be uniform and (2) does not describe the wafer as a whole. A small coupon has a limit of its own, because ions also arrive from beyond its edge. Once the surface is fully active, this raises the current by a fraction of order $\sqrt{\pi Dt}/b$. For $b=1$ mm this estimate is 5.5% at the peak time and about 18% at $\tau=13.5$, or 17 s. Because $D$ follows from the square of the current, the edge can shift the value from (2) by several percent, and such a coupon is unsuited to the long-time plateau.

Trench filling in production departs further from these assumptions. Copper is commonly plated onto a continuous seed layer, from baths much richer in copper than this one and with additives that control where the metal grows. Equations (2) and (8), which give first $D$ and then $N$, address an earlier question: whether copper nucleates densely enough on a bare barrier. At $N=10^6$ cm⁻² the spacing is 250 times the width of a 40 nm trench, so a continuous film inside it is out of reach. A mean of one nucleus per square of trench width requires $N=1/(40\ \mathrm{nm})^2=6.25\times10^{10}$ cm⁻², and even then random placement leaves a fraction $e^{-1}=37\%$ of such squares empty.

At that density (8) and (2) predict a peak of 380 mA/cm² at 0.025 ms. A solution resistance of 2 ohm cm² and a capacitance of 20 µF/cm² give a charging time of 0.04 ms, longer than the peak time. The formal ohmic loss is 0.76 V, more than the 0.5 V applied. These figures are formal, because the radius from (4) would be about 1.5 nm, well below $\ell$, so that charge transfer limits the growth. With the growth law $(r+\ell)\,dr/dt=\phi D$ and $\ell$ held fixed, the disc model moves the peak to about 1 ms and 78 mA/cm² and raises the constant to 0.266. This constant depends strongly on the model: the absorbing plane with the same growth law gives about 1.2 ms, 86 mA/cm² and 0.38. Even this is not self-consistent: the ohmic loss would be 0.16 V, which lowers the overpotential and at that current would make $\ell$ about 20 times larger, so the peak comes later and lower still. Such a peak could outlast the charging, but it is governed largely by the surface reaction and the solution resistance, and (2) would not give a reliable $D$. For these parameters the diffusion-controlled peak cannot be observed at the density a narrow trench needs. Equation (2) is thus a diagnostic for sparse nucleation on a small flat film. The input values and main results are listed in the numerical output.

## Computed values

```
Peak root x: 1.25643
Covered fraction at peak: 0.71533
Covered fraction, random discs: 0.716
Constant C, instantaneous: 0.16288
Constant C, progressive limit: 0.2598
Constant C, slow-transfer limit: 0.2754
Input ion charge z: 2
Input concentration: 1e-05 mol/cm3
Input diffusivity: 6e-06 cm2/s
Input nucleus density: 1e+06 1/cm2
Input molar mass: 63.55 g/mol
Input deposit density: 8.96 g/cm3
Input temperature: 298 K
Input overpotential: 0.5 V
Input copper exchange current: 0.5 mA/cm2
Input transfer coefficient: 0.5
Input nucleation rate per site: 20 1/s
Input solution resistance: 2 ohm cm2
Input capacitance: 20 uF/cm2
Input barrier sheet resistance: 200 ohm/square
Charge density zFc: 1.93 C/cm3
Metal volume fraction cM/rho: 7.093e-05
Growth constant k: 0.04222
Peak time: 1.579 s
Peak current density: 1.518 mA/cm2
Product i_m^2 t_m: 3.639 mA2 s/cm4
Nucleus radius at peak, undepleted: 367 nm
Mean spacing N^(-1/2): 1e+04 nm
Diffusion layer sqrt(pi D t_m): 5.46e+04 nm
Radius over spacing: 0.0367
C with finite nucleation rate: 0.1692
Kinetic length D/rate constant: 13.7 nm
C with finite charge transfer: 0.1703
C, absorbing plane, slowed growth: 0.144
C, absorbing plane, free growth: 0.189
Peak x, absorbing plane, slowed: 1.25
D inferred/true, absorbing plane: 0.882
D inferred/true if read progressive: 0.627
Unsteady excess, one-nucleus current: 1.6 %
Copper transference number: 0.45 %
Rayleigh number of diffusion layer: 4
Hydrogen current / peak current: 0.33 %
Charging time: 0.04 ms
Ohmic loss in solution at peak: 3 mV
Barrier drop, coupon radius 1 mm: 0.76 mV
Barrier drop, 300 mm wafer, formal: 17 V
Trench width: 40 nm
Trench: nucleus density needed: 6.25e+10 1/cm2
Trench density: peak time: 0.0253 ms
Trench density: peak current: 380 mA/cm2
Trench density: ohmic loss, formal: 0.76 V
Trench density: C, finite transfer: 0.266
```
